# Leave-one-out cross-validation from a single linear energy fit: test program

```python
"""Leave-one-out (LOO) residual e_i/(1-h_i) for ordinary and ridge least squares.
Tested: Sherman-Morrison and the determinant lemma symbolically; the closed formula
against explicit refits (exact rationals for a ring cluster expansion, SVD refits for
a C2H2 stretch potential); dual ridge form; noise variance; the failure cases."""
import itertools
import numpy as np
import sympy as sp
from scipy.constants import physical_constants as pc
from pyscf import gto, scf
from pyscf.scf import hf
hf.MUTE_CHKFILE = True

# ---- 1. symbolic: with C = adj A, d = det A, q = u^T C u, h = q/d
a = sp.symbols('a0:6')
us = sp.Matrix(sp.symbols('u0:3'))
As = sp.Matrix([[a[0], a[1], a[2]], [a[1], a[3], a[4]], [a[2], a[4], a[5]]])
C, d = As.adjugate(), As.det()
q = (us.T*C*us)[0]
Adel = As - us*us.T
assert sp.expand(Adel.det() - (d - q)) == 0
assert (Adel*((d - q)*C + C*us*us.T*C) - d*(d - q)*sp.eye(3)).expand() == sp.zeros(3, 3)

# ---- 2. exact rationals: cluster expansion on a six-site binary ring
def corr(s, cluster):
    n = len(s)
    return sp.Rational(sum(int(np.prod([s[(i + k) % n] for k in cluster]))
                           for i in range(n)), n)

orbits = {}
for s in itertools.product((1, -1), repeat=6):
    key = min(t[k:] + t[:k] for t in (s, s[::-1]) for k in range(6))
    orbits[key] = orbits.get(key, 0) + 1
confs = sorted(orbits)
assert len(confs) == 13
clusters = [(), (0,), (0, 1), (0, 2), (0, 3), (0, 1, 2)]
Xc = sp.Matrix([[corr(s, c) for c in clusters] for s in confs])
yc = sp.Matrix([3*corr(s, (0,)) - 5*corr(s, (0, 1)) + 4*corr(s, (0, 1, 2, 3))
                + corr(s, range(6)) for s in confs])   # contains terms outside the basis
for lam, w in [(0, [1]*13), (sp.Rational(1, 10), [1]*13),
               (sp.Rational(1, 10), [orbits[s] for s in confs])]:
    W = sp.diag(*w)
    Ainv = (Xc.T*W*Xc + lam*sp.eye(6)).inv()
    res = yc - Xc*Ainv*Xc.T*W*yc
    for i in range(13):
        keep = [j for j in range(13) if j != i]
        Xi, yi = Xc.extract(keep, list(range(6))), yc.extract(keep, [0])
        Wi = sp.diag(*[w[j] for j in keep])
        bi = (Xi.T*Wi*Xi + lam*sp.eye(6)).LUsolve(Xi.T*Wi*yi)
        hi = w[i]*(Xc[i, :]*Ainv*Xc[i, :].T)[0]
        assert yc[i] - (Xc[i, :]*bi)[0] == res[i]/(1 - hi)

# leverage one: AB, AABB, AAABBB, pure A; features (1, point, nearest pair)
X1 = sp.Matrix([[corr(s, c) for c in clusters[:3]] for s in
                [(1, -1), (1, 1, -1, -1), (1, 1, 1, -1, -1, -1), (1, 1)]])
H1 = X1*(X1.T*X1).inv()*X1.T
H1r = X1*(X1.T*X1 + sp.eye(3)/10).inv()*X1.T
assert H1[3, :] == sp.Matrix([[0, 0, 0, 1]]) and X1[:3, :].rank() == 2 and H1r[3, 3] < 1

# ---- numerical tools; lam is the diagonal of the penalty matrix
def fit(X, y, lam):
    aug = np.vstack([X, np.diag(np.sqrt(lam))])
    return np.linalg.lstsq(aug, np.concatenate([y, np.zeros(len(lam))]), rcond=None)[0]

def loo_refit(X, y, lam):
    return np.array([y[i] - X[i] @ fit(np.delete(X, i, 0), np.delete(y, i), lam)
                     for i in range(len(y))])

def closed(X, y, lam):
    Q1 = np.linalg.qr(np.vstack([X, np.diag(np.sqrt(lam))]))[0][:len(y)]
    H = Q1 @ Q1.T
    e, h = y - H @ y, np.diag(H)
    return e, h, e/(1 - h)

rms = lambda v: np.sqrt(np.mean(v**2))
row = lambda v, f: " ".join(format(x, f) for x in v)

# ---- 3. dual ridge form, more coefficients than data
rng = np.random.default_rng(1)
Xu, yu = rng.normal(size=(6, 10)), rng.normal(size=6)
for lam in (0.3, 0.0):                      # lam = 0: minimum-norm refit
    G = np.linalg.inv(Xu @ Xu.T + lam*np.eye(6))
    assert np.allclose(G @ yu/np.diag(G), loo_refit(Xu, yu, np.full(10, lam)), atol=1e-10)
sv = np.linalg.svd(Xu, compute_uv=False)
assert abs(closed(Xu, yu, np.full(10, 0.3))[1].sum() - np.sum(sv**2/(sv**2 + 0.3))) < 1e-10

# ---- 4. worked example: C-C stretch of linear C2H2, RHF/cc-pVDZ
Eh, a0, zJ = pc['Hartree energy'][0], pc['Bohr radius'][0], 1e-21
R_CH, R0, scale = 1.06e-10, 1.20e-10, 0.16e-10
u = np.linspace(-1, 1, 9)
R, N = R0 + scale*u, 9
E = []
for r in R:
    z, zh = r/2/a0, (r/2 + R_CH)/a0
    mol = gto.M(atom=[('C', (0, 0, z)), ('C', (0, 0, -z)), ('H', (0, 0, zh)),
                      ('H', (0, 0, -zh))], basis='cc-pvdz', unit='Bohr', verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-11
    E.append(mf.kernel()*Eh)
    assert mf.converged
E = np.array(E)
noise = np.array([0.8, -1.1, 0.3, 1.4, -0.6, -1.2, 0.9, 0.2, -0.7])*zJ
y = E - E[4] + noise
tol = 1e-9*np.max(np.abs(y))    # rounding: eps * condition number / (1-h)
print(f"Hartree = {Eh:.8e} J, Bohr radius = {a0:.8e} m, 1 zJ = 1e-21 J")
print(f"R_CH = {R_CH:.2e} m, R0 = {R0:.2e} m, a = {scale:.2e} m, N = {N}")
print(f"E_RHF(R0) = {E[4]:.8e} J")

X = np.vander(u, 4, increasing=True)
zero = np.zeros(4)
e, h, loo = closed(X, y, zero)
A = X.T @ X
beta = fit(X, y, zero)
assert np.allclose(loo, loo_refit(X, y, zero), rtol=0, atol=tol)
assert np.allclose(h, np.diag(X @ np.linalg.inv(A) @ X.T), atol=1e-12)
assert abs(h.sum() - 4) < 1e-12
print("cubic OLS: i R/1e-10m u dE_RHF/zJ noise/zJ y/zJ e/zJ h e_loo/zJ")
for i in range(N):
    print(f"{i+1} {R[i]*1e10:.2f} {u[i]:5.2f} {(E[i]-E[4])/zJ:8.3f} {noise[i]/zJ:4.1f} "
          f"{y[i]/zJ:8.3f} {e[i]/zJ:7.3f} {h[i]:.5f} {loo[i]/zJ:8.3f}")
print("moments sum u^k, k=0,2,4,6 (odd vanish):", row([np.sum(u**k) for k in (0, 2, 4, 6)], ".6f"))
print("X^T y /zJ:", row(X.T @ y/zJ, ".3f"))
print("beta /zJ:", row(beta/zJ, ".3f"))
g = np.linalg.solve(A, X[0])
beta1 = fit(X[1:], y[1:], zero)
assert np.allclose(beta1, beta - g*e[0]/(1 - h[0]), rtol=0, atol=tol)
assert abs(np.linalg.det(X[1:].T @ X[1:])/np.linalg.det(A) - (1 - h[0])) < 1e-10
y_imp = y.copy()
y_imp[0] = X[0] @ beta1         # imputing the left-out prediction reproduces the refit
assert np.allclose(fit(X, y_imp, zero), beta1, rtol=0, atol=tol)
print("A^-1 x_1 (dimensionless):", row(g, ".5f"))
print(f"1-h_1 = {1-h[0]:.5f}, 1/(1-h_1) = {1/(1-h[0]):.4f}, sum h = {h.sum():.4f}")
print("beta without point 1 /zJ:", row(beta1/zJ, ".3f"))
print(f"prediction at point 1: full {X[0]@beta/zJ:.3f} zJ, left out {X[0]@beta1/zJ:.3f} zJ")
# LOO residual as a linear map L of y, built from refits: variance = sigma^2 * sum_j L_ij^2
L = np.column_stack([loo_refit(X, col, zero) for col in np.eye(N)])
assert np.allclose((L**2).sum(1), 1/(1 - h), rtol=1e-10) and np.abs(L @ X).max() < 1e-10

print("OLS scan: degree, train RMS/zJ, CV/zJ, max h")
for p in range(1, 8):
    Xp = np.vander(u, p + 1, increasing=True)
    ep, hp, lp = closed(Xp, y, np.zeros(p + 1))
    assert np.allclose(lp, loo_refit(Xp, y, np.zeros(p + 1)), rtol=0, atol=tol)
    print(f"  {p} {rms(ep)/zJ:8.3f} {rms(lp)/zJ:8.3f} {hp.max():.6f}")
Q8 = np.linalg.qr(np.vander(u, 9))[0]
assert np.allclose((Q8**2).sum(1), 1, atol=1e-12)
print("  degree 8: all h = 1, CV undefined")

X7 = np.vander(u, 8, increasing=True)
mask = np.r_[0.0, np.ones(7)]   # intercept not penalised
print("ridge scan, degree 7: lambda, tr H, train RMS/zJ, CV/zJ, max h")
for lam in 10.0**np.arange(-6, 1):
    er, hr, lr = closed(X7, y, lam*mask)
    assert np.allclose(lr, loo_refit(X7, y, lam*mask), rtol=0, atol=tol) and hr.max() < 1
    print(f"  {lam:.0e} {hr.sum():.4f} {rms(er)/zJ:8.3f} {rms(lr)/zJ:8.3f} {hr.max():.5f}")
er, hr, lr = closed(X7, y, 1e-3*mask)
print("lambda=1e-3 e/zJ:", row(er/zJ, ".3f"))
print("lambda=1e-3 h:", row(hr, ".4f"))
print("lambda=1e-3 e_loo/zJ:", row(lr/zJ, ".3f"))

# mean-normalised loss with penalty mu: the refits have lambda = (N-1) mu
mu = 1e-2
true = loo_refit(X7, y, (N - 1)*mu*mask)
naive = closed(X7, y, N*mu*mask)[2]
cured = closed(X7, y, (N - 1)*mu*mask)[2]
assert np.abs(naive - true).max() > 1e-3*np.abs(true).max()
assert np.allclose(cured, true, rtol=0, atol=tol)
print(f"mean loss, mu = {mu}: CV refit {rms(true)/zJ:.3f} zJ")
print(f"  formula, lambda=N mu: {rms(naive)/zJ:.3f} zJ; lambda=(N-1) mu: {rms(cured)/zJ:.3f} zJ")
print("ring: distinct configurations", len(confs), "clusters", len(clusters))
print("leverage set rows (1, point, pair):", X1.tolist())
print("  OLS h (AB, AABB, AAABBB, A):", [H1[i, i] for i in range(4)])
print("  ridge lambda=0.1 h:", row([float(H1r[i, i]) for i in range(4)], ".4f"))
print("ALL CHECKS PASSED")
```

Output:

```
Hartree = 4.35974472e-18 J, Bohr radius = 5.29177211e-11 m, 1 zJ = 1e-21 J
R_CH = 1.06e-10 m, R0 = 1.20e-10 m, a = 1.60e-11 m, N = 9
E_RHF(R0) = -3.34941161e-16 J
cubic OLS: i R/1e-10m u dE_RHF/zJ noise/zJ y/zJ e/zJ h e_loo/zJ
1 1.04 -1.00  308.854  0.8  309.654   1.783 0.85859   12.612
2 1.08 -0.75  154.607 -1.1  153.507  -3.300 0.32828   -4.912
3 1.12 -0.50   58.663  0.3   58.963  -0.611 0.37157   -0.972
4 1.16 -0.25   10.127  1.4   11.527   2.419 0.31385    3.526
5 1.20  0.00    0.000 -0.6   -0.600   1.056 0.25541    1.418
6 1.24  0.25   20.842 -1.2   19.642  -0.577 0.31385   -0.842
7 1.28  0.50   66.497  0.9   67.397  -0.271 0.37157   -0.431
8 1.32  0.75  131.878  0.2  132.078  -1.548 0.32828   -2.305
9 1.36  1.00  212.779 -0.7  212.079   1.049 0.85859    7.417
moments sum u^k, k=0,2,4,6 (odd vanish): 9.000000 3.750000 2.765625 2.387695
X^T y /zJ: 964.245 -107.400 715.912 -105.434
beta /zJ: -1.656 26.932 261.106 -75.352
A^-1 x_1 (dimensionless): -0.09091 0.28956 0.48485 -0.75421
1-h_1 = 0.14141, 1/(1-h_1) = 7.0714, sum h = 4.0000
beta without point 1 /zJ: -0.509 23.280 254.991 -65.840
prediction at point 1: full 307.870 zJ, left out 297.042 zJ
OLS scan: degree, train RMS/zJ, CV/zJ, max h
  1   96.624  138.664 0.377778
  2   14.913   31.727 0.660606
  3    1.677    5.373 0.858586
  4    0.937    4.463 0.956488
  5    0.578    6.175 0.990676
  6    0.405   15.917 0.998757
  7    0.036    5.846 0.999922
  degree 8: all h = 1, CV undefined
ridge scan, degree 7: lambda, tr H, train RMS/zJ, CV/zJ, max h
  1e-06 7.9889    0.036    4.848 0.99991
  1e-05 7.8973    0.051    6.849 0.99984
  1e-04 7.3972    0.216   10.929 0.99929
  1e-03 6.5168    0.674    6.973 0.99675
  1e-02 5.6221    2.276   19.127 0.98736
  1e-01 4.4973   10.681   23.987 0.94726
  1e+00 3.2225   27.112   65.171 0.79748
lambda=1e-3 e/zJ: -0.024 0.126 0.280 0.229 -1.133 -0.497 1.467 -0.506 0.059
lambda=1e-3 h: 0.9968 0.9040 0.6076 0.5035 0.4930 0.5035 0.6076 0.9040 0.9968
lambda=1e-3 e_loo/zJ: -7.254 1.310 0.713 0.461 -2.235 -1.002 3.738 -5.279 18.297
mean loss, mu = 0.01: CV refit 24.941 zJ
  formula, lambda=N mu: 24.427 zJ; lambda=(N-1) mu: 24.941 zJ
ring: distinct configurations 13 clusters 6
leverage set rows (1, point, pair): [[1, 0, -1], [1, 0, 0], [1, 0, 1/3], [1, 1, 1]]
  OLS h (AB, AABB, AAABBB, A): [25/26, 5/13, 17/26, 1]
  ridge lambda=0.1 h: 0.8740 0.3406 0.5337 0.9213
ALL CHECKS PASSED
```
